**Two-moment grouping of interstitial cluster dynamics**

The program compares ungrouped rate equations for cluster densities $C_n$ with equations that keep each group's number $N=\sum C_n$ and centred moment $M=\sum(n-m)C_n$, where $m$ is the group's midpoint. The total content is $S=\sum nC_n$, and the mean size is taken over clusters with $n\ge2$. The program asserts that the equilibrium distribution carries no flux, that the grouped flux formulas agree with direct projection of the full equations, and that content plus surface loss is conserved to within $10^{-7}$ of the initial content. It also asserts the excess second moment $\Delta-1$ per event of a two-point grid with spacing $\Delta$, and limits on the truncation, time-step and grouping errors. With 54 unknowns instead of 600, the two-moment method gives largest errors of 0.007% in $S$ and 0.43% in mean size at the five output times. A two-point grid with 54 unknowns also conserves content, but its mean size is wrong by up to 38%. Keeping only the number in each group produces a spurious content source about 3.2 times the surface loss at 900 s. The two-moment reconstruction has a small negative density at the end, with magnitude 0.7% of the highest density.

## Numerical check

```python
"""
Interstitial cluster dynamics: ungrouped equations against grouped ones.

Result under test: keeping the number and first centred moment of each size
group, with a density linear in size inside the group, preserves the exact
balance of total interstitial content and gives an accurate mean size.

State vector: densities divided by the initial content; first entry is the
free interstitial density c1, last entry the content lost to the surface.
Rates: dy/dt = (emission + c1 * capture) y.
k[n]: capture coefficient of size n (1/s); e[n]: emission rate of size n (1/s).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

# ---- model parameters (cm, s, eV) ----
T_celsius = 800.0
kT = const.k * (T_celsius + const.zero_Celsius) / const.e
D = 1e-9             # interstitial diffusivity, cm^2/s
r0 = 3e-8            # capture radius of a single interstitial, cm
site_density = 5e22  # cm^-3
S0 = 5e18            # initial interstitial content, cm^-3
E_inf = 2.0          # binding energy to a very large defect, eV
B = 2.0              # perimeter energy coefficient, eV
depth = 1e-5         # distance from band to surface, cm
band = 1e-5          # band thickness, cm
N = 600              # largest size
times = np.array([1.0, 10.0, 100.0, 300.0, 900.0])

ks = D / (depth * band)
n_all = np.arange(N + 1)
k = 4 * np.pi * D * r0 * np.sqrt(n_all) * S0
binding = np.zeros(N + 1)
binding[1:] = E_inf - B * (np.sqrt(n_all[1:]) - np.sqrt(n_all[:-1]))
e = np.zeros(N + 1)
e[2:] = k[1:-1] * site_density / S0 * np.exp(-binding[2:] / kT)


def transfer_matrices(sizes):
    """Rates on a list of sizes; a one-unit change is shared by two sizes."""
    g = len(sizes)
    emission = np.zeros((g + 1, g + 1))
    capture = np.zeros((g + 1, g + 1))
    for i, x in enumerate(sizes):
        if i < g - 1:
            up = k[x] / (sizes[i + 1] - x)
            capture[i, i] -= up
            capture[i + 1, i] += up
            capture[0, i] -= k[x]
        if i > 0:
            down = e[x] / (x - sizes[i - 1])
            emission[i, i] -= down
            emission[i - 1, i] += down
            emission[0, i] += e[x]
    emission[0, 0] -= ks
    emission[g, 0] += ks
    content = np.append(np.array(sizes, float), 1.0)
    count = np.ones(g + 1)
    count[0] = count[-1] = 0.0
    return emission, capture, content, count


def make_groups(ratio, resolved=10):
    groups = [(n, n) for n in range(1, resolved + 1)]
    a = resolved + 1
    while a <= N:
        b = min(N, a + max(1, int(round(ratio * a))) - 1)
        groups.append((a, b))
        a = b + 1
    return groups


def group_maps(groups, linear=True):
    """Moment map P, reconstruction R, content and cluster-count weights."""
    P, R, content, count = [], [], [], []
    for a, b in groups:
        sizes = np.arange(a, b + 1)
        mid = 0.5 * (a + b)
        row = np.zeros(N + 1)
        row[a - 1:b] = 1.0
        P.append(row)
        R.append(row / len(sizes))
        content.append(mid)
        count.append(0.0 if a == 1 else 1.0)
        if linear and b > a:
            row = np.zeros(N + 1)
            row[a - 1:b] = sizes - mid
            P.append(row)
            R.append(row / np.sum((sizes - mid) ** 2))
            content.append(1.0)
            count.append(0.0)
    lost = np.zeros(N + 1)
    lost[N] = 1.0
    P.append(lost)
    R.append(lost)
    content.append(1.0)
    count.append(0.0)
    return np.array(P), np.array(R).T, np.array(content), np.array(count)


def project(full, maps):
    P, R, content, count = maps
    return P @ full[0] @ R, P @ full[1] @ R, content, count


def flux_form(y, groups):
    """Grouped rates from boundary fluxes and interior sums only."""
    c1, pos, data = y[0], 0, []
    for a, b in groups:
        w, mid = b - a + 1, 0.5 * (a + b)
        number, moment, V = y[pos], 0.0, 1.0
        pos += 1
        if w > 1:
            moment, V = y[pos], w * (w * w - 1) / 12.0
            pos += 1
        data.append((a, b, w, mid, number, moment, V))
    boundary, interior = [], []
    for i, (a, b, w, mid, number, moment, V) in enumerate(data):
        low, high = np.arange(a, b), np.arange(a + 1, b + 1)
        gain = (k[low].sum() / w * number
                + (k[low] * (low - mid)).sum() / V * moment)
        loss = (e[high].sum() / w * number
                + (e[high] * (high - mid)).sum() / V * moment)
        interior.append(c1 * gain - loss)
        if i == len(data) - 1:
            boundary.append(0.0)
        else:
            a2, _, w2, mid2, number2, moment2, V2 = data[i + 1]
            left = number / w + (b - mid) * moment / V
            right = number2 / w2 + (a2 - mid2) * moment2 / V2
            boundary.append(k[b] * c1 * left - e[a2] * right)
    rates = [-ks * c1 - boundary[0] - sum(boundary) - sum(interior)]
    for i in range(1, len(data)):
        a, b, w, mid = data[i][:4]
        rates.append(boundary[i - 1] - boundary[i])
        if w > 1:
            rates.append((a - mid) * boundary[i - 1]
                         - (b - mid) * boundary[i] + interior[i])
    rates.append(ks * c1)
    return np.array(rates)


def anneal(model, rtol=1e-6, atol=1e-12):
    emission, capture, content, count = model

    def rhs(t, y):
        return emission @ y + y[0] * (capture @ y)

    def jac(t, y):
        J = emission + y[0] * capture
        J[:, 0] += capture @ y
        return J

    start = np.zeros(len(content))
    start[0] = 1.0
    sol = solve_ivp(rhs, (0.0, times[-1]), start, method="BDF", jac=jac,
                    t_eval=times, rtol=rtol, atol=atol)
    assert sol.success
    total = content @ sol.y - sol.y[-1]
    mean = (total - sol.y[0]) / (count @ sol.y)
    balance = np.max(np.abs(content @ sol.y - 1.0))
    return sol.y, total, mean, balance


def worst(values, reference):
    return np.max(np.abs(values / reference - 1.0))


full = transfer_matrices(list(range(1, N + 1)))

# ---- equilibrium distribution must carry no flux ----
sizes = n_all[1:]
equilibrium = np.zeros(N + 1)
equilibrium[:N] = site_density / S0 * np.exp(
    -(E_inf + B * (np.sqrt(sizes) - 1.0)) / kT)
c_inf = equilibrium[0]
residual = (full[0] + c_inf * full[1]) @ equilibrium
scale = k[2:] * c_inf * equilibrium[1:N]
assert np.max(np.abs(residual[1:N]) / scale) < 1e-8

# ---- flux form against direct projection, on a random state ----
rng = np.random.default_rng(7)
groups = make_groups(0.2)
maps = group_maps(groups)
P, R, content_g, count_g = maps
assert np.allclose(P @ R, np.eye(len(P)), atol=1e-10)
random_full = rng.random(N + 1)
y_test = P @ random_full
c_rebuilt = R @ y_test
direct = P @ (full[0] @ c_rebuilt + c_rebuilt[0] * (full[1] @ c_rebuilt))
by_flux = flux_form(y_test, groups)
flux_difference = np.max(np.abs(direct - by_flux)) / np.max(np.abs(direct))
assert flux_difference < 1e-10
assert abs(content_g @ by_flux) < 1e-9 * np.sum(np.abs(content_g * by_flux))

# ---- two-point transfers: excess growth of the second moment ----
nodes = list(range(1, 11))
while nodes[-1] < N:
    nodes.append(min(N, nodes[-1] + max(1, int(round(0.1 * nodes[-1])))))
node_model = transfer_matrices(nodes)
x = np.array(nodes)
sq_nodes = np.append(x.astype(float) ** 2, 0.0)
sq_full = np.append(sizes.astype(float) ** 2, 0.0)
gap = np.diff(x)
extra_capture = (sq_nodes @ node_model[1])[:-1] - (sq_full @ full[1])[x - 1]
extra_emission = (sq_nodes @ node_model[0])[:-1] - (sq_full @ full[0])[x - 1]
assert np.allclose(extra_capture[:-1], k[x[:-1]] * (gap - 1),
                   rtol=1e-8, atol=1e-3)
assert np.allclose(extra_emission[1:], e[x[1:]] * (gap - 1),
                   rtol=1e-8, atol=1e-3)

# ---- anneals ----
y_full, S_full, mean_full, bal_full = anneal(full)
tail = (sizes[539:] @ y_full[539:N, -1]) / S_full[-1]
assert abs(tail) < 1e-6
assert bal_full < 1e-7

ratios = [0.4, 0.2, 0.1]
results = {}
for q in ratios:
    q_maps = group_maps(make_groups(q))
    y, S, mean, bal = anneal(project(full, q_maps))
    assert bal < 1e-7
    results[q] = (len(y) - 1, S, mean, worst(S, S_full),
                  worst(mean, mean_full), bal, q_maps[1] @ y[:, -1])
assert results[0.1][3] < 0.01 and results[0.1][4] < 0.01
assert results[0.2][3] < 0.03 and results[0.2][4] < 0.03
assert results[0.1][4] < results[0.4][4]

y_node, S_node, mean_node, bal_node = anneal(node_model)
assert bal_node < 1e-7
node_error = worst(mean_node, mean_full)
assert node_error > results[0.2][4]

# ---- time-step error, separate from grouping error ----
_, S_tight, mean_tight, _ = anneal(project(full, maps), 1e-8, 1e-13)
time_error = max(worst(results[0.2][1], S_tight),
                 worst(results[0.2][2], mean_tight))
assert time_error < 1e-3

# ---- number-only closure: spurious source of content ----
flat = group_maps(groups, linear=False)
E_flat, K_flat, content_flat, _ = project(full, flat)
y_flat = flat[0] @ y_full[:, -1]
source = content_flat @ (E_flat @ y_flat + y_flat[0] * (K_flat @ y_flat))
surface_loss = ks * y_full[0, -1]
assert abs(source) > 0.1 * surface_loss

rebuilt = results[0.2][6][1:N]
undershoot = rebuilt.min() / rebuilt.max()

print(f"temperature {T_celsius:.0f} C, kT = {kT:.5f} eV")
print(f"diffusivity {D:.1e} cm^2/s, capture radius r0 {r0*1e7:.2f} nm")
print(f"site density {site_density:.1e} cm^-3, initial content {S0:.1e} cm^-3")
print(f"E_inf {E_inf:.2f} eV, perimeter coefficient B {B:.2f} eV")
print(f"binding energy of sizes 2, 10, 100: {binding[2]:.3f}, "
      f"{binding[10]:.3f}, {binding[100]:.3f} eV")
print(f"depth {depth*1e7:.0f} nm, band {band*1e7:.0f} nm, k_s {ks:.2f} 1/s")
print(f"capture coefficient k_1 {k[1]/S0:.3e} cm^3/s")
print(f"monomer density in equilibrium with huge defect {c_inf*S0:.3e} cm^-3")
print(f"largest size N = {N}; sizes 1 to 10 kept singly")
print("total content S (cm^-3): time s, ungrouped, two-moment 0.2, two-point")
for i, t in enumerate(times):
    print(f"  {t:6.0f}  {S_full[i]*S0:.5e}  {results[0.2][1][i]*S0:.5e}"
          f"  {S_node[i]*S0:.5e}")
print("mean size, n >= 2: time s, ungrouped, two-moment 0.2, two-point")
for i, t in enumerate(times):
    print(f"  {t:6.0f}  {mean_full[i]:.4f}  {results[0.2][2][i]:.4f}"
          f"  {mean_node[i]:.4f}")
print("free interstitials, ungrouped (cm^-3): time s, C_1")
for i, t in enumerate(times):
    print(f"  {t:6.0f}  {y_full[0, i]*S0:.4e}")
print("two-moment: width ratio, unknowns, worst error of S %, of mean size %")
for q in ratios:
    r = results[q]
    print(f"  {q:.1f}  {r[0]}  {100*r[3]:.4f}  {100*r[4]:.4f}")
print(f"two-point grid: {len(nodes)} unknowns, worst error of S "
      f"{100*worst(S_node, S_full):.3f} %, of mean size {100*node_error:.3f} %")
print(f"ungrouped: {N} unknowns")
print(f"worst relative defect of content plus loss: ungrouped {bal_full:.1e}, "
      f"two-moment {results[0.2][5]:.1e}, two-point {bal_node:.1e}")
print(f"flux form against projection, relative difference {flux_difference:.1e}")
print(f"time-step error, two-moment 0.2: {100*time_error:.5f} %")
print(f"content fraction in sizes 540 to {N} at the end: {tail:.1e}")
print(f"lowest over highest rebuilt density at the end: {undershoot:.2e}")
print(f"surface loss at the end {surface_loss*S0:.3e} cm^-3/s")
print(f"spurious source, number-only closure {source*S0:.3e} cm^-3/s")
print("finished without a failed check")
```

Printed output:

```
temperature 800 C, kT = 0.09248 eV
diffusivity 1.0e-09 cm^2/s, capture radius r0 0.30 nm
site density 5.0e+22 cm^-3, initial content 5.0e+18 cm^-3
E_inf 2.00 eV, perimeter coefficient B 2.00 eV
binding energy of sizes 2, 10, 100: 1.172, 1.675, 1.900 eV
depth 100 nm, band 100 nm, k_s 10.00 1/s
capture coefficient k_1 3.770e-16 cm^3/s
monomer density in equilibrium with huge defect 2.025e+13 cm^-3
largest size N = 600; sizes 1 to 10 kept singly
total content S (cm^-3): time s, ungrouped, two-moment 0.2, two-point
       1  4.92681e+18  4.92681e+18  4.92681e+18
      10  4.85638e+18  4.85638e+18  4.85618e+18
     100  4.65513e+18  4.65526e+18  4.65621e+18
     300  4.42895e+18  4.42925e+18  4.44798e+18
     900  3.99093e+18  3.99112e+18  4.05998e+18
mean size, n >= 2: time s, ungrouped, two-moment 0.2, two-point
       1  8.3386  8.3386  8.3386
      10  15.7356  15.7359  15.7245
     100  36.7083  36.7076  42.1846
     300  60.1441  60.0586  75.2052
     900  104.4959  104.0484  144.6071
free interstitials, ungrouped (cm^-3): time s, C_1
       1  1.8653e+15
      10  4.7877e+14
     100  1.4882e+14
     300  9.2820e+13
     900  6.1620e+13
two-moment: width ratio, unknowns, worst error of S %, of mean size %
  0.4  34  0.0318  2.1713
  0.2  54  0.0067  0.4283
  0.1  92  0.0019  0.0253
two-point grid: 54 unknowns, worst error of S 1.730 %, of mean size 38.385 %
ungrouped: 600 unknowns
worst relative defect of content plus loss: ungrouped 4.4e-16, two-moment 2.2e-16, two-point 4.4e-16
flux form against projection, relative difference 1.6e-16
time-step error, two-moment 0.2: 0.00007 %
content fraction in sizes 540 to 600 at the end: 3.9e-16
lowest over highest rebuilt density at the end: -7.00e-03
surface loss at the end 6.162e+14 cm^-3/s
spurious source, number-only closure 1.967e+15 cm^-3/s
finished without a failed check
```
